\section*{Why two-dimensional static polarizability is flat up to twice the Fermi wavevector}

\section{What dimensions alone decide}

Consider electrons in a plane at zero temperature, with energy $E_k=\hbar^2k^2/2m$ and degeneracy $g$ (spin times valley). They fill a disc of radius $k_F$. A weak static potential energy of wavevector $q$ and amplitude $U_q$ changes their density by $\delta n_q$, and the static polarizability is defined by
\begin{equation}
\delta n_q=-\Pi(q)\,U_q .
\end{equation}
The minus sign makes $\Pi$ positive when electrons leave regions of high potential energy. $U_q$ is the total potential energy, including that of the displaced electrons.

In this model $\Pi$ can depend on $g$, $\hbar^2/m$, $k_F$ and $q$. Its dimension is $1/(\text{energy}\times\text{area})$, which is already that of $m/\hbar^2$. Hence
\begin{equation}
\Pi(q)=\frac{gm}{\hbar^2}\,h\!\left(\frac{q}{k_F}\right),\qquad
q\frac{\partial\Pi}{\partial q}=-k_F\frac{\partial\Pi}{\partial k_F}.
\label{eq:scaling}
\end{equation}
The factor $g$ enters linearly because the species respond independently to a given total potential. The second relation follows because $h$ depends on the ratio alone. It turns the question around: $\Pi$ is flat in $q$ wherever adding electrons at the edge of the disc, at fixed $q$, leaves the response unchanged. We must find out why added electrons can be inert.

A distinction is needed first. What stays constant up to $2k_F$ is the polarizability. The dielectric function also contains the Coulomb interaction, proportional to $1/q$, and falls with $q$ on both sides of $2k_F$. ``Unchanged screening'' is therefore true of the electrons' response, not of the factor by which a potential is reduced.

\section{The response of the filled disc}

Let the perturbation be $U_qe^{i\mathbf q\cdot\mathbf r}+U_q^*e^{-i\mathbf q\cdot\mathbf r}$. To first order, the plane wave $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$ with amplitudes
\begin{equation}
c_+=\frac{U_q}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}},\qquad
c_-=\frac{U_q^*}{E_{\mathbf k}-E_{\mathbf k-\mathbf q}} .
\end{equation}
In the density, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is $c_++c_-^*$ per unit area. Summing over states with occupation $f_{\mathbf k}$ gives
\begin{equation}
\delta n_q=gU_q\int\!\frac{d^2k}{(2\pi)^2}\,f_{\mathbf k}\left[
\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].
\end{equation}
Shift $\mathbf k\to\mathbf k+\mathbf q$ in the second term and change the overall sign:
\begin{equation}
\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .
\label{eq:definition}
\end{equation}
Pairs of states that are both filled or both empty drop out. A filled state lies below an empty one, so every remaining contribution is positive.

For the evaluation it is better to keep filled states alone. Cut out the narrow strip $|E_{\mathbf k+\mathbf q}-E_{\mathbf k}|<\eta$, where the denominator is small. The integrand of \eqref{eq:definition} is integrable, so the strip contributes nothing as $\eta\to0$. Outside it the two terms may be separated. The map $\mathbf k\to-\mathbf k-\mathbf q$ preserves the strip, turns $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and reverses the denominator. The second term thus equals the first, and
\begin{equation}
\Pi(q)=2g\,\mathrm P\!\!\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} ,
\end{equation}
where P denotes the symmetric cut. With $\theta$ the angle between $\mathbf k$ and $\mathbf q$,
\begin{equation}
E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\frac{\hbar^2}{2m}\,q\,(q+2k\cos\theta),
\end{equation}
and the prefactor is $2g\,(2m/\hbar^2)/(4\pi^2q)=gm/(\pi^2\hbar^2q)$. Therefore
\begin{equation}
\Pi(q)=\frac{gm}{\pi^2\hbar^2q}\int_0^\infty\! k\,f_k\,A(k)\,dk,\qquad
A(k)=\mathrm P\!\!\int_0^{2\pi}\!\frac{d\theta}{q+2k\cos\theta}.
\label{eq:shells}
\end{equation}
$A(k)$ measures the net response of one circle of electrons.

\section{Inert circles}

Put $t=\tan(\theta/2)$, so that $d\theta=2\,dt/(1+t^2)$ and $\cos\theta=(1-t^2)/(1+t^2)$. The factors $1+t^2$ cancel:
\begin{equation}
A(k)=2\,\mathrm P\!\!\int_{-\infty}^{\infty}\frac{dt}{(q+2k)+(q-2k)t^2}.
\end{equation}

For $2k<q$ both coefficients are positive. Since $\int_{-\infty}^{\infty}dt/(a+bt^2)=\pi/\sqrt{ab}$,
\begin{equation}
A(k)=\frac{2\pi}{\sqrt{q^2-4k^2}}\qquad(2k<q).
\end{equation}

For $2k>q$ define $t_0^2=(2k+q)/(2k-q)$. Then
\begin{equation}
A(k)=\frac{2}{2k-q}\,\mathrm P\!\!\int_{-\infty}^{\infty}\frac{dt}{t_0^2-t^2},\qquad
\int\!\frac{dt}{t_0^2-t^2}=\frac1{2t_0}\ln\left|\frac{t_0+t}{t_0-t}\right| .
\end{equation}
The logarithm vanishes at $t=\pm\infty$. Cutting out $t_0\pm\delta$ leaves
\begin{equation}
\frac1{2t_0}\left[\ln\frac{2t_0-\delta}{\delta}-\ln\frac{2t_0+\delta}{\delta}\right]\to0 ,
\end{equation}
and the pole at $-t_0$ behaves likewise. (A cut symmetric in energy is symmetric in $t$ to first order, which suffices. Circles within a distance of order $\eta$ from $k=q/2$ have $A$ of order $\eta^{-1/2}$ at most, so together they add a term of order $\eta^{1/2}$, which vanishes.) Hence
\begin{equation}
A(k)=0\qquad(2k>q).
\end{equation}

This is the cause of the plateau. An electron whose partner $\mathbf k+\mathbf q$ lies higher in energy contributes positively to $\Pi$. One whose partner lies lower contributes negatively. On a circle with $k<q/2$ every partner lies higher. On a larger circle both kinds occur, and in two dimensions, with the parabolic energy used here, their contributions cancel. Although mixing between two filled states has no net effect on the density, it may be counted here, because its two entries cancel in the total.

Direct quadrature in units where $q=1$ shows both cases: $A=7.854$ for $k=0.3$, which equals $2\pi/0.8$, and zero to rounding error for $k=0.8$.

\section{The two branches}

The radial integral in \eqref{eq:shells} ends at $K$, the smaller of $k_F$ and $q/2$:
\begin{align}
\Pi(q)&=\frac{2gm}{\pi\hbar^2q}\int_0^K\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi\hbar^2q}\left[-\frac14\sqrt{q^2-4k^2}\right]_0^K\nonumber\\
&=\frac{gm}{2\pi\hbar^2}\left[1-\sqrt{1-\frac{4K^2}{q^2}}\right].
\end{align}
For $q\le2k_F$, $K=q/2$ and the root is zero. For $q>2k_F$, $K=k_F$. With $N_0=gm/(2\pi\hbar^2)$,
\begin{equation}
\boxed{\;\Pi(q)=
\begin{cases}
N_0, & q\le 2k_F,\\[2pt]
N_0\left[1-\sqrt{1-(2k_F/q)^2}\,\right], & q>2k_F.
\end{cases}}
\label{eq:result}
\end{equation}
$N_0$ is the density of states: $n=gk_F^2/4\pi$ and $E_F=\hbar^2k_F^2/2m$ give $n=N_0E_F$. The long-wave value is thus the Thomas-Fermi one.

The active disc has radius $q/2$. While $q<2k_F$ it is full, and electrons outside it add nothing, as \eqref{eq:scaling} requires of a plateau. Once $q>2k_F$ its outer ring is empty, and the response of that ring is missing.

Just above the corner let $q=2k_F(1+\delta)$. Then $1-(1+\delta)^{-2}\simeq2\delta$, so
\begin{equation}
\Pi/N_0\simeq1-\sqrt{2\delta}.
\end{equation}
The slope is infinite on this side because the first circles to be missing are those near $k=q/2$, where $A(k)=2\pi/\sqrt{q^2-4k^2}$ grows without bound. For $\delta=0.001$ the drop is $0.0447$.

At large $q$, $\sqrt{1-x}\simeq1-x/2$ gives
\begin{equation}
\Pi\simeq N_0\,\frac{2k_F^2}{q^2}=\frac{gmk_F^2}{\pi\hbar^2q^2}=\frac{4mn}{\hbar^2q^2}.
\end{equation}
This is $n$ times $2/(\hbar^2q^2/2m)$, the response of independent electrons at rest with two admixtures each.

\section{A second road, and other dimensions}

Equation \eqref{eq:definition} can also be integrated without a principal value. Use the midpoint momentum $\mathbf p=\mathbf k+\mathbf q/2$, with $x$ its component along $\mathbf q$. The energy difference becomes $\hbar^2qx/m$. At fixed $x$, a disc centred at $\pm q/2$ has chord $L(x\mp q/2)$, with $L(u)=2\sqrt{k_F^2-u^2}$ inside the disc and zero outside. The integrand is even in $x$, so
\begin{equation}
\frac{\Pi(q)}{N_0}=\frac1{\pi q}\int_0^\infty\frac{L(x-q/2)-L(x+q/2)}{x}\,dx .
\label{eq:crescent}
\end{equation}
This integral covers the crescent of filled states with empty partners. At eleven wavevectors from $0.1k_F$ to $8k_F$ its numerical value was tested against \eqref{eq:result}; the largest difference in $\Pi/N_0$ was $1.1\times10^{-12}$.

The same construction shows what is special about the plane. Set $k_F=1$ and take $q<2$. In one dimension the chord is replaced by $1$ inside the Fermi interval, so the difference is nonzero only for $1-q/2<x<1+q/2$. Normalized to its small-$q$ limit,
\begin{equation}
\frac{\Pi_{1}(q)}{\Pi_{1}(0)}=\frac1q\ln\frac{1+q/2}{1-q/2}.
\end{equation}
In three dimensions the cross-section is $\pi(1-u^2)$. Its difference is $2\pi qx$ for $x<1-q/2$ and $\pi(1-q^2/4+qx-x^2)$ for $1-q/2<x<1+q/2$. Dividing by $x$ and integrating gives
\begin{equation}
2\pi q\left(1-\frac q2\right)+\pi\left[\left(1-\frac{q^2}4\right)\ln\frac{1+q/2}{1-q/2}+q^2-q\right].
\end{equation}
For small $q$ this tends to $2\pi q$. Division by $2\pi q$ yields
\begin{equation}
\frac{\Pi_{3}(q)}{\Pi_{3}(0)}=\frac12+\frac{1-q^2/4}{2q}\ln\frac{1+q/2}{1-q/2}.
\end{equation}
At $q=k_F$ the ratios are $1.099$, $1$ and $0.912$ in one, two and three dimensions. A Fermi edge by itself does not produce a plateau; for the parabolic energy assumed here, the cancellation around a circle does.

\section{From polarizability to screening}

Place the electrons at the plane between silicon and a thick oxide, with dielectric constants $\kappa_{\rm Si}$ and $\kappa_{\rm ox}$. A charge wave $\sigma_q$ in this plane has potential $\phi_qe^{-q|z|}$. The jump in electric displacement gives $\epsilon_0(\kappa_{\rm Si}+\kappa_{\rm ox})q\phi_q=\sigma_q$. The interaction energy is therefore
\begin{equation}
v(q)=\frac{e^2}{2\epsilon_0\kappa q},\qquad \kappa=\frac{\kappa_{\rm Si}+\kappa_{\rm ox}}2 .
\end{equation}
In the mean-field approximation $U=U_{\rm ext}+v\,\delta n=U_{\rm ext}-v\Pi U$. Hence $U=U_{\rm ext}/\epsilon$, with
\begin{equation}
\epsilon(q)=1+\frac{q_{TF}}q\,\frac{\Pi(q)}{N_0},\qquad q_{TF}=\frac{e^2N_0}{2\epsilon_0\kappa}.
\end{equation}
Up to $2k_F$ the screening part $\epsilon-1$ falls as $1/q$; at large $q$ it falls as $1/q^3$.

Elastic scattering through angle $\theta$ on the Fermi circle, within one valley, transfers $q=2k_F\sin(\theta/2)\le2k_F$. At zero temperature impurity scattering therefore samples the plateau, with backscattering at its edge.

\section{A silicon inversion layer}

Take an electron layer on (100) silicon with $n=1\times10^{12}$ cm$^{-2}$, in-plane mass $0.19\,m_0$, two spins and two valleys ($g=4$), $\kappa_{\rm Si}=11.7$ and $\kappa_{\rm ox}=3.9$. These are rough typical values. The in-plane mass of the two occupied valleys is isotropic, as the derivation assumes. Then
\begin{align}
k_F&=\sqrt{4\pi n/g}=0.177\ \text{nm}^{-1},& N_0&=1.587\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2},\nonumber\\
E_F&=n/N_0=6.30\ \text{meV},& q_{TF}&=1.84\ \text{nm}^{-1}.
\end{align}
At $q=2k_F=0.3545$ nm$^{-1}$, $\epsilon=1+1.841/0.3545=6.19$. Around this point the model gives
\begin{center}
\begin{tabular}{cccc}
$q/2k_F$ & $\Pi/N_0$ & $\epsilon$ & $1+q_{TF}/q$\\
0.5 & 1.000 & 11.39 & 11.39\\
1.0 & 1.000 & 6.19 & 6.19\\
1.1 & 0.583 & 3.75 & 5.72\\
2.0 & 0.134 & 1.35 & 3.60
\end{tabular}
\end{center}
The last column is Thomas-Fermi screening, the plateau value continued to all $q$. A ten per cent step past $2k_F$ removes 42 per cent of the polarizability. From $k_F$ to $2k_F$ the dielectric function nearly halves although the polarizability is constant; that fall comes from the Coulomb factor.

\section{What rounds the corner}

The angular integral does not involve the occupation, so \eqref{eq:shells} also holds for a Fermi function $f$. With $k=(q/2)\sin\varphi$, $dk=(q/2)\cos\varphi\,d\varphi$ and $\sqrt{q^2-4k^2}=q\cos\varphi$,
\begin{equation}
\frac{\Pi(q,T)}{N_0}=\frac4q\int_0^{q/2}\!\frac{k f_k\,dk}{\sqrt{q^2-4k^2}}
=\int_0^{\pi/2}\!\sin\varphi\; f_{(q/2)\sin\varphi}\,d\varphi .
\end{equation}
This was tested against direct sums of \eqref{eq:definition} over $k$-space at 4.2 and 77 K, for $q=k_F$, $2k_F$ and $3k_F$; they agree within a relative $10^{-5}$.

At $q=2k_F$ and low temperature, write $\varphi=\pi/2-s$. Then $E\simeq E_F(1-s^2)$, the chemical potential is close to $E_F$, and the loss is
\begin{equation}
1-\frac{\Pi}{N_0}\simeq\int_0^\infty\!\frac{ds}{e^{E_Fs^2/k_BT}+1}
=\sqrt{\frac{k_BT}{E_F}}\int_0^\infty\!\frac{du}{e^{u^2}+1}.
\end{equation}
The last integral is about $0.54$. At 4.2 K, $k_BT=0.362$ meV and the loss is $0.54\sqrt{0.362/6.30}=0.13$, in agreement with the full value $\Pi/N_0=0.87$. At $q=k_F$ the full value is still $1.000$: the corner is far more sensitive than the middle of the plateau.

Disorder has a similar effect. A mobility $\mu=10^4$ cm$^2$/Vs gives $\tau=\mu m/e$ and a level half-width $\hbar/2\tau=0.305$ meV. Spreading the Fermi level by a Lorentzian of this half-width, at zero temperature, lowers $\Pi(2k_F)$ by about 14 per cent. This is an estimate, since the single-particle lifetime can differ from the transport time. The two losses smear the same corner and need not add.

The finite thickness of the layer changes the interaction. For a charge at depth $z'$ in the silicon, let the reflected potential have relative amplitude $R$. Matching the displacement at the interface gives $\kappa_{\rm Si}(1-R)=\kappa_{\rm ox}(1+R)$, so $R=(\kappa_{\rm Si}-\kappa_{\rm ox})/(\kappa_{\rm Si}+\kappa_{\rm ox})$. Thus $v$ is multiplied by
\begin{equation}
F(q)=\frac{\kappa}{\kappa_{\rm Si}}\left\langle e^{-q|z-z'|}+R\,e^{-q(z+z')}\right\rangle ,
\end{equation}
averaged over the charge profile for both depths. For the Fang-Howard profile $\tfrac12b^3z^2e^{-bz}$ with mean depth $3/b=3$ nm, $F(2k_F)=0.44$. This reduces $\epsilon(2k_F)$ from 6.19 to $1+5.194\times0.4419=3.30$, a larger change than temperature at 4.2 K or disorder produce. The digits depend on the profile: a self-consistent Hartree ground state gives $F=0.47$ and $\epsilon=3.45$. With the profile frozen, it leaves $\Pi$ and its corner in place.

Exchange and correlation are absent from the mean-field response. The ratio of $1/\sqrt{\pi n}$ to the effective Bohr radius is $r_s=2.6$, so they are not small. A Hubbard local-field factor $G=q/(g\sqrt{q^2+k_F^2})=0.224$ at $2k_F$ estimates the exchange part. For the potential felt by electrons in a sheet of zero thickness, it replaces $\epsilon$ by $1+(1-G)q_{TF}/q=5.03$. This smooth interpolation is least reliable at $2k_F$: the unscreened first-order exchange terms peak there, with $G\approx0.9$, against $0.34$ at $2.2k_F$, and approach the Hubbard form only at large $q$. Neither estimate is controlled at $r_s=2.6$, so the size of this correction at the corner remains open and may rival that of the thickness.

Higher subbands were sized in the potential of the fixed 3 nm profile plus a depletion charge of $1\times10^{11}$ cm$^{-2}$, with mass $0.916\,m_0$ normal to the interface ($0.19\,m_0$ for the other valleys). In this potential the second subband and the lowest level of the other valleys both lie 15.5 meV above the ground level. The ground state has mean depth 2.7 nm, not 3.0 nm, so the profile is not fully self-consistent. A self-consistent Hartree potential lowers the two spacings to about 14 meV; the image potential lowers them to about 12 meV, and local exchange raises them again to about 17 and 23 meV. All of these lie well above $E_F$, so one subband is occupied at 4.2 K.

The result describes a cold, clean, moderately filled layer. At room temperature this layer no longer meets the low-temperature assumption. At 300 K, $k_BT=25.9$ meV is four times $E_F$, and the one-subband formula gives $\Pi/N_0=0.21$ at $k_F$ and $0.19$ at $2k_F$: the response is far below $N_0$ and passes $2k_F$ without a corner. Those two values place all electrons in the ground subband. Since $k_BT$ also exceeds the subband spacing, only about a tenth of them remain there at 300 K (levels taken from the low-temperature potential), so the values illustrate the model rather than the real layer. Strong inversion can reach roughly $10^{13}$ cm$^{-2}$, ten times the density used here, where one subband no longer suffices in the Hartree picture: $E_F=63$ meV exceeds the spacings of about 35 meV, and the crossing occurs between $3$ and $5\times10^{12}$ cm$^{-2}$. Exchange, which widens the spacings, can move the crossing upward. The oxide field of the example, 0.51 MV/cm, is far below the rough breakdown scale of 10 MV/cm. The values for the fixed-profile model are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Largest error of Pi/N0 against direct integral: 1.1e-12
Circle integral, q=1, k=0.3: 7.8540
Circle integral, q=1, k=0.8: 8.9e-16 (magnitude)
Drop of Pi/N0 at q/2kF = 1.001: 0.0447
Pi/N0 at q=kF in 1D: 1.0986
Pi/N0 at q=kF in 2D: 1.0000
Pi/N0 at q=kF in 3D: 0.9120
Electron density: 1.00e+12 cm^-2
Depletion charge density: 1.00e+11 cm^-2
In-plane mass: 0.19 m0; degeneracy g: 4
Normal mass: 0.916 m0; other valleys: 0.19 m0
Dielectric constants Si, SiO2, mean: 11.7, 3.9, 7.80
Fermi wavevector kF: 0.1772 nm^-1; 2kF: 0.3545 nm^-1
Density of states N0: 1.587e+14 eV^-1 cm^-2
Fermi energy: 6.300 meV
Fermi temperature: 73.1 K
Thomas-Fermi wavevector qTF: 1.8413 nm^-1
q/2kF=0.25: Pi/N0=1.0000, eps=21.777, Thomas-Fermi eps=21.777
q/2kF=0.50: Pi/N0=1.0000, eps=11.388, Thomas-Fermi eps=11.388
q/2kF=1.00: Pi/N0=1.0000, eps=6.194, Thomas-Fermi eps=6.194
q/2kF=1.10: Pi/N0=0.5834, eps=3.755, Thomas-Fermi eps=5.722
q/2kF=1.50: Pi/N0=0.2546, eps=1.882, Thomas-Fermi eps=4.463
q/2kF=2.00: Pi/N0=0.1340, eps=1.348, Thomas-Fermi eps=3.597
T=4.2 K: kT=0.362 meV, Pi/N0 at kF=1.0000, at 2kF=0.8715
T=77.0 K: kT=6.635 meV, Pi/N0 at kF=0.5748, at 2kF=0.4574
T=300.0 K: kT=25.852 meV, Pi/N0 at kF=0.2095, at 2kF=0.1902
Mean depth of assumed profile: 3.00 nm
Mean depth of computed ground state: 2.74 nm
Thickness factor at 2kF: 0.4419
eps at 2kF with thickness: 3.295
Mobility: 10000 cm^2/Vs
Level broadening hbar/(2 tau): 0.305 meV
Estimated loss of Pi/N0 at 2kF by broadening: 0.140
Interaction parameter r_s: 2.60
Hubbard local-field factor at 2kF: 0.2236
Screening factor for electrons at 2kF, Hubbard, zero thickness: 5.033
Second subband above first: 15.5 meV
Lowest level of other valleys above first: 15.5 meV
Oxide field: 0.510 MV/cm
\end{verbatim}
